# Why the electron-phonon mass enhancement cancels in the dc conductivity

## A resistivity that ignores a doubled mass

A model metal has electrons coupled to one phonon mode of energy 20 meV, with a fixed amount of impurity scattering. At 10 K its normal-state resistivity is 0.2124 μΩ cm for coupling \(\lambda=0.5\), and 0.2124 μΩ cm again for \(\lambda=1\). Yet at \(\lambda=1\) the electrons move at half their band velocity: the slope of their dispersion is 0.498 of the bare slope. At 300 K the two couplings do differ, with 8.40 and 16.59 μΩ cm.

The coupling thus plays two roles. It makes electrons heavy, which does not show in the dc conductivity, and it scatters them, which does. The contributions are separated below, first as quasiparticle factors and then by the Prange-Kadanoff argument, which needs no quasiparticles.

## The model and its self-energy

Let \(\xi\) be the bare band energy and \(\omega\) the electron energy, both measured from the chemical potential. The retarded Green function and the spectral function are

\[
G=\frac{1}{\omega-\xi-\Sigma(\omega)},\qquad \Sigma=\mathrm{Re}\,\Sigma-i\Gamma,\qquad
A=-2\,\mathrm{Im}\,G=\frac{2\Gamma}{(\omega-\xi-\mathrm{Re}\,\Sigma)^2+\Gamma^2}.
\]

The density of states \(N\) (both spins) and the velocity \(v\) are taken constant over the energies that matter. Coupling and impurity scattering are isotropic, phonons stay in equilibrium, the metal is normal, and vertex corrections to the electron-phonon coupling are neglected (Migdal's approximation). The normal state is imposed, because the same coupling also pairs electrons. For \(\lambda=1\) and \(\omega_E=20\) meV the linearized Eliashberg equations give \(T_c\approx27\) K without Coulomb repulsion, and 18.5 to 13.5 K for \(\mu^*=0.1\) to 0.2 (cutoff \(10\omega_E\)). The 10 K values for \(\lambda=1\) therefore describe the normal state continued below \(T_c\), with superconductivity assumed suppressed.

In this approximation an electron scatters into states of energy \(\varepsilon\), whose density is \(N\int d\xi\,A(\xi,\varepsilon)/2\pi\). This integral of a Lorentzian over \(\xi\) is 1 whatever \(\mathrm{Re}\,\Sigma\) is. The density of final states at fixed energy is therefore the bare \(N\). For an Einstein mode of energy \(\omega_E\), with \(\alpha^2F(\nu)=(\lambda\omega_E/2)\,\delta(\nu-\omega_E)\), the phonon part of the self-energy is

\[
\Sigma_{ph}(\omega)=\frac{\lambda\omega_E}{2}\int d\varepsilon\left[\frac{n+1-f(\varepsilon)}{\omega-\omega_E-\varepsilon+i0}+\frac{n+f(\varepsilon)}{\omega+\omega_E-\varepsilon+i0}\right],
\]

where \(n\) is the Bose function at \(\omega_E\) and \(f\) the Fermi function. Impurities add \(-i\Gamma_{imp}\). Their rate also uses the density of states at fixed energy, so \(\Gamma_{imp}\) does not change with \(\lambda\).

**Imaginary part.** Since \(\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)\),

\[
\Gamma(\omega)=\Gamma_{imp}+\frac{\pi\lambda\omega_E}{2}\left[2n+1-f(\omega-\omega_E)+f(\omega+\omega_E)\right].
\]

At \(\omega=0\), \(f(-\omega_E)=1-f(\omega_E)\) turns the bracket into \(2[n+f(\omega_E)]\). With \(x=\omega_E/kT\),

\[
n+f(\omega_E)=\frac{1}{e^x-1}+\frac{1}{e^x+1}=\frac{2e^x}{e^{2x}-1}=\frac{1}{\sinh x},
\qquad \Gamma_{ph}(0)=\frac{\pi\lambda\omega_E}{\sinh(\omega_E/kT)}.
\]

**Real part.** The terms in \(n\) have constant numerators, and their principal-value integrals vanish with symmetric limits. At \(T=0\) the rest is, with cutoff \(L\to\infty\),

\[
\int_0^L\!\frac{d\varepsilon}{\omega-\omega_E-\varepsilon}+\int_{-L}^0\!\frac{d\varepsilon}{\omega+\omega_E-\varepsilon}
\to\big(\ln|\omega-\omega_E|-\ln L\big)+\big(\ln L-\ln|\omega+\omega_E|\big),
\]

so that

\[
\mathrm{Re}\,\Sigma_0(\omega)=\frac{\lambda\omega_E}{2}\ln\left|\frac{\omega_E-\omega}{\omega_E+\omega}\right|\approx-\lambda\omega\quad(|\omega|\ll\omega_E).
\]

At finite temperature the Fermi function is a superposition of steps at positions \(\varepsilon_0\) with weight \(-f'(\varepsilon_0)\). Each step gives the zero-temperature result shifted by \(\varepsilon_0\):

\[
\mathrm{Re}\,\Sigma(\omega)=\int d\varepsilon_0\,[-f'(\varepsilon_0)]\,\mathrm{Re}\,\Sigma_0(\omega-\varepsilon_0).
\]

This is odd in \(\omega\). Its slope at \(\omega=0\) defines the mass parameter

\[
\lambda_T=-\frac{\partial\,\mathrm{Re}\,\Sigma}{\partial\omega}\bigg|_0=\lambda\,P\!\!\int d\varepsilon_0\,[-f'(\varepsilon_0)]\frac{\omega_E^2}{\omega_E^2-\varepsilon_0^2}
\approx\lambda\left[1+\frac{\pi^2(kT)^2}{3\omega_E^2}\right]\quad(kT\ll\omega_E),
\]

where the last form uses \(\langle\varepsilon_0^2\rangle=\pi^2(kT)^2/3\). For \(\lambda=1\) the computed value is 1.006 at 10 K. At 300 K it is 0.228: thermal energies then lie on both sides of \(\omega_E\), where the integrand has opposite signs.

## The three quasiparticle factors, one at a time

At low energy put \(\mathrm{Re}\,\Sigma\approx-\lambda_T\omega\) and define \(Z=1/(1+\lambda_T)\). Then

\[
G\approx\frac{1}{(1+\lambda_T)\omega-\xi+i\Gamma}=\frac{Z}{\omega-Z\xi+iZ\Gamma}.
\]

**Velocity.** The pole lies at \(E=Z\xi\), so \(v^*=Zv\). The conductivity contains the velocity squared: once in the force that displaces the distribution, once in the current it carries. Alone, this would multiply the conductivity by \(Z^2\), which is \(0.4984^2=0.248\) in the example at 10 K.

**Density of states.** The same number of levels is squeezed into a smaller energy range, so \(N^*=N\,d\xi/dE=N/Z\). This factor of 2.007 raises the running product to 0.498. It counts quasiparticle levels. The density of spectral weight at fixed energy is \(ZN^*=N\), in agreement with the Lorentzian integral above.

**Lifetime.** The amplitude decays as \(e^{-Z\Gamma t/\hbar}\) and the probability at the rate \(1/\tau^*=2Z\Gamma/\hbar\). With the bare lifetime \(\tau=\hbar/2\Gamma\), this means \(\tau^*=\tau/Z\). For impurity scattering the golden rule gives the reason: the initial and final states each carry bare-electron weight \(Z\), while the final density is \(N^*=N/Z\), so the rate scales as \(Z\cdot Z\cdot Z^{-1}=Z\). In the example the lifetime grows from 0.329 ps to 0.660 ps, a factor of 2.007.

Together,

\[
N^*v^{*2}\tau^*=\frac{N}{Z}\,(Zv)^2\,\frac{\tau}{Z}=Nv^2\tau .
\]

The velocity was read from the peak of the computed spectral function at \(\xi=\pm1\) meV, the lifetime from its half-width at \(\xi=0\), and the density ratio is the inverse of the slope. Their product is 1.0000. This is not an independent check: with \(\Gamma=1\) meV both readings solve the same equation, \(\omega-\mathrm{Re}\,\Sigma(\omega)=1\) meV. For \(\Gamma_{imp}=10\) meV the width samples the curvature of \(\mathrm{Re}\,\Sigma\), and the product becomes 1.011.

This bookkeeping shows that the factors cancel, but it rests on one common \(Z\) and on sharp levels. Neither is guaranteed. Scattering from the mode changes the electron energy by \(\omega_E\), and at \(T=0\) \(\mathrm{Re}\,\Sigma_0\) diverges logarithmically at \(|\omega|=\omega_E\), so no single slope describes both initial and final states. At 300 K, moreover, \(\Gamma(0)=74.6\) meV is 2.9 times \(kT=25.9\) meV.

## The Prange-Kadanoff step: integrate over \(\xi\) first

The self-energy varies with \(\omega\) but not with \(\xi\). The remedy is to keep \(\omega\) as the label of an electron and to integrate out \(\xi\). Let \(g(\mathbf p,\omega,t)\) be the occupied spectral density, equal to \(Af\) in equilibrium, and define

\[
f(\hat{\mathbf p},\omega,t)=\int\frac{d\xi}{2\pi}\,g .
\]

For slowly varying fields, the Kadanoff-Baym equation reads

\[
\{\omega-\xi-\mathrm{Re}\,\Sigma,\;g\}+\{\mathrm{Re}\,G,\;\sigma^<\}=\frac{1}{\hbar}\left(\sigma^<g^>-\sigma^>g\right),
\]

with \(g^>\) the empty spectral density, and \(\sigma^<\), \(\sigma^>\) the scattering-in and scattering-out energies. For a uniform system under a force \(\mathbf F\), the bracket is

\[
\{a,b\}=\partial_\omega a\,\partial_t b-\partial_t a\,\partial_\omega b+\mathbf F\cdot\left(\partial_\omega a\,\nabla_p b-\nabla_p a\,\partial_\omega b\right).
\]

The force terms arise because \(\omega\) is measured from the local potential energy \(U\): a spatial derivative at fixed total energy becomes \(\nabla-(\nabla U)\partial_\omega=\nabla+\mathbf F\partial_\omega\).

Insert \(a=\omega-\xi-\mathrm{Re}\,\Sigma\), for which \(\nabla_pa=-\mathbf v\). The first bracket becomes

\[
(1-\partial_\omega\mathrm{Re}\,\Sigma)\left(\partial_t+\mathbf F\cdot\nabla_p\right)g+\mathbf F\cdot\mathbf v\,\partial_\omega g+(\partial_t\mathrm{Re}\,\Sigma)\,\partial_\omega g .
\]

The enhancement stands in two places, and the driving term \(\mathbf F\cdot\mathbf v\,\partial_\omega g\) is free of it. Now integrate over \(\xi\) and keep terms linear in the field.

- In \(\mathbf F\cdot\nabla_pg\), the radial part is \(\mathbf F\cdot\mathbf v\,\partial_\xi g\). Its integral is the difference of \(g\) at the two ends, which is zero. The angular part acts on the isotropic equilibrium state and is zero as well.
- The term with \(\partial_t\mathrm{Re}\,\Sigma\) drops. The linear change of \(f\) is odd in direction, while isotropic coupling feeds the directional average of \(f\) into \(\Sigma\).
- The bracket with \(\mathrm{Re}\,G\) drops, because \(\int d\xi\,\mathrm{Re}\,G=0\) with symmetric limits, \(\sigma^<\) does not depend on \(\mathbf p\), and the remaining radial derivative integrates to zero.

What remains is

\[
\left(1-\partial_\omega\mathrm{Re}\,\Sigma\right)\partial_tf+\mathbf F\cdot\mathbf v\,\partial_\omega f_0=I[f],
\]

with \(f_0\) the Fermi function. The mass factor multiplies the time derivative and nothing else. It is an inertia: it controls how fast the distribution responds, not the steady state in which driving balances scattering. In dc, \(\partial_tf=0\), and the factor is gone at each \(\omega\) separately, even where the slope varies strongly.

## The scattering term, where \(\lambda\) survives

Integrating the right-hand side over \(\xi\) replaces \(g\) by \(f\) and \(g^>\) by \(1-f\). Write \(\bar f\) for the directional average and \(\bar f_\pm=\bar f(\omega\pm\omega_E)\). The phonon parts are

\[
\sigma^<=\pi\lambda\omega_E\left[(n+1)\bar f_++n\bar f_-\right],\qquad
\sigma^>=\pi\lambda\omega_E\left[(n+1)(1-\bar f_-)+n(1-\bar f_+)\right],
\]

and impurities contribute \(2\Gamma_{imp}(\bar f-f)/\hbar\) to \(I\). Set \(f=f_0+\delta f\) with \(\delta f\) odd in direction, so \(\bar f=f_0\). The equilibrium part cancels by detailed balance, and

\[
I=-\frac{1}{\hbar}\left(\sigma^<+\sigma^>+2\Gamma_{imp}\right)\delta f .
\]

The sum \(\sigma^<+\sigma^>\) is \(\pi\lambda\omega_E\left[2n+1-f_0(\omega-\omega_E)+f_0(\omega+\omega_E)\right]=2\Gamma_{ph}\). Hence

\[
I=-\frac{2\Gamma(\omega)}{\hbar}\,\delta f .
\]

This is the bare rate, without the factor \(Z\) of the quasiparticle rate. A test that applies the full collision integral to a distorted distribution reproduces it at both temperatures.

## The current and the Kubo check

The electron charge is \(-e\), so \(\mathbf F=-e\mathbf E\), and the steady state gives

\[
\delta f=-\frac{\hbar}{2\Gamma}(-e\mathbf E\cdot\mathbf v)\,\partial_\omega f_0=-\frac{\hbar e}{2\Gamma}\,\mathbf E\cdot\mathbf v\,(-f_0').
\]

The phonons couple to the electron density, not to its velocity, so the current operator keeps the bare \(\mathbf v\). Summing over momenta, \(\mathbf j=-eN\int d\omega\,\langle\mathbf v\,\delta f\rangle\). The directional average of \(\mathbf v(\mathbf v\cdot\mathbf E)\) is \(v^2\mathbf E/3\), and

\[
\boxed{\;\sigma=e^2N\frac{v^2}{3}\int d\omega\,(-f_0')\,\frac{\hbar}{2\Gamma(\omega)}\;}
\]

The Kubo formula gives the same answer without a gradient expansion. For isotropic scattering the current vertex has no correction, and

\[
\sigma=\pi\hbar e^2N\frac{v^2}{3}\int d\omega\,(-f_0')\int d\xi\left(\frac{A}{2\pi}\right)^2 .
\]

Substituting \(y=\xi-\omega+\mathrm{Re}\,\Sigma(\omega)\) removes \(\mathrm{Re}\,\Sigma\), since at fixed \(\omega\) it is a mere shift of the integration variable:

\[
\int d\xi\left(\frac{A}{2\pi}\right)^2=\frac{\Gamma^2}{\pi^2}\int\frac{dy}{(y^2+\Gamma^2)^2}=\frac{\Gamma^2}{\pi^2}\cdot\frac{\pi}{2\Gamma^3}=\frac{1}{2\pi\Gamma}.
\]

Multiplication by \(\pi\hbar\) restores \(\hbar/2\Gamma\). The double integral, evaluated numerically with the full \(\mathrm{Re}\,\Sigma\), agrees with the boxed formula: 0.5000 meV⁻¹ at 10 K and 0.006399 meV⁻¹ at 300 K for the thermal average of \(1/2\Gamma\). The first case has a large mass factor and \(\Gamma(0)=1.0\) meV, the second a small mass factor and \(\Gamma(0)=74.6\) meV.

## Where the mass reappears: finite frequency

For a field varying as \(e^{-i\Omega t}\), with \(\hbar\Omega\) and \(kT\) well below \(\omega_E\), the kinetic equation becomes

\[
\left[\frac{2\Gamma}{\hbar}-i(1+\lambda_T)\Omega\right]\delta f=-\mathbf F\cdot\mathbf v\,\partial_\omega f_0 .
\]

With \(\Gamma\) nearly constant in the thermal window,

\[
\frac{\mathrm{Re}\,\sigma(\Omega)}{\sigma(0)}=\frac{1}{1+\left[(1+\lambda_T)\hbar\Omega/2\Gamma\right]^2}.
\]

The gradient expansion behind the kinetic equation assumes \(\hbar\Omega\ll kT\), but this result does not need that condition. In the Kubo formula at finite frequency, the \(\xi\) integral is the overlap of two Lorentzians of half-width \(\Gamma\) whose centres differ by \((1+\lambda_T)\hbar\Omega\). The overlap is proportional to \(2\Gamma/\{[(1+\lambda_T)\hbar\Omega]^2+4\Gamma^2\}\), and the thermal weight \([f_0(\omega)-f_0(\omega+\hbar\Omega)]/\hbar\Omega\) integrates to 1, so the same ratio follows.

The half-width is \(2\Gamma/(1+\lambda_T)=\hbar/\tau^*\). The area under this peak is proportional to \(\sigma(0)\) times the width, hence to \(Nv^2/(1+\lambda_T)=N^*v^{*2}\). Both are reduced by the same factor, and the dc value, area over width, is unchanged.

In the example the predicted half-width is \(2.000/2.006=0.997\) meV. The Kubo integral gives 0.993 meV, against 2.000 meV without phonons. The small excess narrowing has the sign expected from the slope of \(-\mathrm{Re}\,\Sigma\), which grows as \(|\omega|\) approaches \(\omega_E\); the formula uses the slope at \(\omega=0\).

## What a finite band leaves behind

The shift of \(\xi\) is harmless if \(Nv^2\) is constant. In a free-electron band \(N\propto(E_F+\xi)^{1/2}\) and \(v^2\propto E_F+\xi\), so

\[
Nv^2\propto\left(1+\frac{\xi}{E_F}\right)^{3/2}\approx1+\frac{3\xi}{2E_F}+\frac{3\xi^2}{8E_F^2}.
\]

At fixed \(\omega\), \(\xi\) is distributed about \(x_0=\omega-\mathrm{Re}\,\Sigma\) with the normalized weight \((2\Gamma^3/\pi)/(y^2+\Gamma^2)^2\), whose variance is \(\Gamma^2\). The linear term averages to zero because \(x_0\) is odd in \(\omega\) and \(\Gamma\) is even. At fixed chemical potential and with the same self-energy, the leading relative correction is

\[
\frac{\Delta\sigma}{\sigma}=\frac{3}{8E_F^2}\left\langle(\omega-\mathrm{Re}\,\Sigma)^2+\Gamma^2\right\rangle,
\]

averaged with weight \((-f_0')/\Gamma\). For \(E_F=5\) eV at 300 K it predicts \(1.288\times10^{-4}\), and direct integration with the band cut off at \(\xi=4E_F\) gives \(1.285\times10^{-4}\). The difference comes from the cutoff: as it is raised, the integral converges to \(1.288\times10^{-4}\). Most of it comes from \(\Gamma^2\): the thermal average of \(1/2\Gamma\) above corresponds to \(\Gamma\approx78\) meV, and \(3\Gamma^2/8E_F^2\approx0.9\times10^{-4}\). The part due to \(\mathrm{Re}\,\Sigma\) is small: switching it on changes \(\sigma\) by a relative \(5.9\times10^{-6}\).

At 10 K the effect of \(\mathrm{Re}\,\Sigma\) can be estimated by hand. There \(x_0\approx(1+\lambda_T)\omega\) and \(\langle\omega^2\rangle=\pi^2(kT)^2/3=2.44\ \text{meV}^2\), so

\[
\frac{3}{8}\,\frac{(2.006^2-1)\times2.44}{(5000)^2}\approx1.1\times10^{-7},
\]

as computed. With the flat-band self-energy, a mass factor of two leaves a trace of one part in ten million. This figure depends on keeping \(\Gamma\) fixed. If the impurity rate follows the curved density of states, \(\Gamma\propto(1+x_0/E_F)^{1/2}\), then \(Nv^2/\Gamma\propto1+x_0/E_F\) and this second-order trace cancels as well. Corrections beyond Migdal's approximation, nominally of order \(\lambda\omega_E/E_F=4\times10^{-3}\), are not included.

The cancellation would fail at leading order if \(\mathrm{Re}\,\Sigma\) varied with \(\xi\). For \(\mathrm{Re}\,\Sigma=b\xi\) the \(\xi\) integral is no longer a pure shift and acquires a factor \(1/(1+b)\); the current vertex would then need its own treatment. The argument covers the frequency slope, not every kind of mass renormalization.

## Weighing the two roles of \(\lambda\)

For the free-electron band \(N=3n_e/2E_F\) and \(v^2=2E_F/m\), so \(Nv^2/3=n_e/m\). With \(n_e=5.08\times10^{28}\) m⁻³ and \(\tau=0.329\) ps at 10 K,

\[
\rho=\frac{m}{n_ee^2\tau}=\frac{9.109\times10^{-31}}{(5.078\times10^{28})(2.567\times10^{-38})(3.291\times10^{-13})}\ \Omega\,\text{m}=0.212\ \mu\Omega\,\text{cm}.
\]

**Low temperature.** Here \(\omega_E/kT=23\), and \(\Gamma_{ph}(0)\) is suppressed by about \(e^{-23}\). What remains is \(\Gamma_{imp}=1\) meV, so \(\lambda\) has no visible way to enter. Its mass effect is large but cancels.

**High temperature.** For \(kT\gg\omega_E\), \(2n+1\to2kT/\omega_E\) and the two Fermi functions nearly cancel, so \(\Gamma_{ph}\to\pi\lambda kT\). The phonon resistivity is then proportional to \(\lambda\), with no factor \(1+\lambda\). At 300 K this limit gives 81 meV, against the computed \(\Gamma_{ph}(0)=73.6\) meV; the mode energy is not yet negligible. Without impurities, proportionality to \(\lambda\) does not need the limit, because \(\Gamma_{ph}\) is linear in \(\lambda\) at any temperature. With impurities, the rise of the resistivity above its impurity value can deviate from this proportionality where \(\Gamma_{ph}\) varies strongly across the thermal window, as it does at low temperature. At 300 K the deviation is negligible. The rises from 10 K to 300 K are

\[
16.59-0.21=16.38\quad\text{and}\quad 8.40-0.21=8.19\ \mu\Omega\,\text{cm},
\]

with a ratio of 2.000. Impurity and phonon resistivities add this closely because \(\Gamma_{imp}\) is small beside \(\Gamma_{ph}\), which itself varies little across the thermal window.

In this model the dc resistivity therefore reads the coupling through the scattering rate, once phonons are thermally excited. The width of the ac peak reads it through the mass at low temperature, where both \(kT\) and the width are well below \(\omega_E\). The full set of values is in the numerical output below.

## Table of computed values

```
Mode energy W_E: 20.0 meV
Coupling lambda: 1.0
Impurity part of Gamma: 1.0 meV
Fermi energy: 5.0 eV
Electron density: 5.0775e+28 m^-3
kT at 10 K: 0.8617 meV
kT at 300 K: 25.852 meV
Mass parameter lambda_T at 10 K: 1.0063
Mass parameter lambda_T at 300 K: 0.2281
Gamma(0) at 10 K: 1.0000 meV
Gamma(0) at 300 K: 74.647 meV
Velocity ratio v*/v at 10 K: 0.4984
Density-of-states ratio N*/N (inverse slope): 2.0065
Spectral half-width in energy: 0.4984 meV
Lifetime ratio tau*/tau: 2.0065
Quasiparticle weight Z: 0.4984
Product N* v*^2 tau* / (N v^2 tau): 1.0000
Bare lifetime hbar/(2 Gamma(0)) at 10 K: 0.3291 ps
Dressed lifetime at 10 K: 0.6603 ps
Kubo dc integral at 10 K: 0.500000 1/meV
Formula without Re Sigma at 10 K: 0.500000 1/meV
Kubo dc integral at 300 K: 0.00639855 1/meV
Formula without Re Sigma at 300 K: 0.00639855 1/meV
Ac half-width at 10 K, lambda = 1: 0.9934 meV
Ac half-width at 10 K, lambda = 0: 2.0000 meV
Finite band, effect of Re Sigma on dc at 10 K: 1.12e-07
Finite band, effect of Re Sigma on dc at 300 K: 5.93e-06
Finite band, total correction at 300 K, computed: 1.285e-04
Finite band, total correction at 300 K, predicted: 1.288e-04
Resistivity at 10 K, lambda = 0.5: 0.2124 microohm cm
Resistivity at 10 K, lambda = 1.0: 0.2124 microohm cm
Resistivity at 300 K, lambda = 0.5: 8.4037 microohm cm
Resistivity at 300 K, lambda = 1.0: 16.5948 microohm cm
Ratio of thermal resistivity rises, lambda 1.0 to 0.5: 2.0000
```
